The Cox-Voinov contact-angle law and the role of slip length

A film of rinse water advances over a silicon wafer. A micrometre from its edge, the liquid surface makes a larger angle with the wafer than it does at the edge itself, and the difference grows with speed. Viscous flow should explain this, yet the usual condition that liquid sticks to the wall gives an infinite drag at the edge. How does the visible angle follow from the microscopic one, and how much slip does the wall need?

**1. A thin wedge that sticks to the wall**

Take a steady, two-dimensional flow in the frame of the contact line. Liquid occupies x > 0 under a surface of height h(x), and the wall moves towards +x at speed U. This describes a liquid front advancing towards −x. The viscosity is η, the surface tension γ, and

Ca = ηU/γ

is small. Inertia and gravity are neglected, and the gas exerts a constant pressure, taken as zero. These are classical equations without ħ, electron mass or charge, so they read the same in atomic units.

For a small slope the pressure p depends on x alone, and ηu_zz = p_x. With u = U at z = 0 and no shear at z = h,

u = U + (p_x/η)(z²/2 − hz).

In this frame the steady wedge carries no net flux:

0 = ∫₀^h u dz = Uh − p_x h³/(3η), so p_x = 3ηU/h².

The wall stress has magnitude η|u_z(0)| = p_x h = 3ηU/h. If h = θx, the drag between a cutoff c and x is

∫_c^x 3ηU/(θt) dt = (3ηU/θ) ln(x/c).

It diverges as c → 0. Each decade removed from the cutoff adds the same amount of drag.

The same flow bends the surface. A surface that curves upwards has lower pressure beneath it, so p = −γh″ and

h‴ = −3Ca/h².

Put h ≈ θx on the right and integrate inwards from a region where the curvature is negligible on this scale:

h″(x) = ∫_x^∞ 3Ca/(θ²t²) dt = 3Ca/(θ²x).

The integral comes mainly from t comparable with x. The slope changes little over such a range if Ca/θ³ is small, so the local slope may be used:

dθ/d ln x = 3Ca/θ².

Multiplying by 3θ² and integrating from x₁ to x gives

θ(x)³ = θ(x₁)³ + 9Ca ln(x/x₁).

For U = 0 the angle is constant, as it should be. For U > 0 the point x₁ cannot be moved to zero, because the logarithm diverges. The cubic law has the right form but lacks an inner length.

**2. Slip supplies the inner length**

Let the liquid slide over the wall according to Navier's condition,

u(0) − U = λu_z(0),

where λ is the slip length. Since u_z(0) = −p_x h/η, the profile becomes

u = U − λp_x h/η + (p_x/η)(z²/2 − hz).

Zero flux now requires

Uh = (p_x/η)(h³/3 + λh²), so p_x = 3ηU/(h² + 3λh).

With p = −γh″ this gives

h‴ = −3Ca/(h² + 3λh), wall stress = p_x h = 3ηU/(h + 3λ).

For h ≫ λ the previous results return. At the contact line the stress is ηU/λ, which is finite for every λ > 0. Regularisation therefore does not select a value of λ. A value needs further information, such as a measured angle. A bound τ_max on the wall stress gives only a lower limit, in this model λ ≥ ηU/τ_max.

Let the surface meet the wall at a fixed microscopic angle θ_m, so h(0) = 0 and h′(0) = θ_m. The choice

h = 3λH, x = 3λX/θ_m, δ = 3Ca/θ_m³

turns the left side into θ_m³H‴/(9λ²) and the right side into −3Ca/[9λ²(H² + H)]. Hence

H‴ = −δ/(H² + H), H(0) = 0, H′(0) = 1, H″ → 0 far away.

The last condition says that the large-scale meniscus looks flat on the scale of the slip region.

For small δ write H = X + δH₁. Then

H₁‴ = −1/[X(X + 1)] = −1/X + 1/(X + 1).

Integrating inwards from infinity,

H₁″ = ∫_X^∞ [1/t − 1/(t + 1)] dt = ln(1 + 1/X).

Since H₁′(0) = 0, a second integration gives

H₁′ = ∫₀^X [ln(t + 1) − ln t] dt = (X + 1)ln(X + 1) − X ln X
= X ln(1 + 1/X) + ln(1 + X).

At X = 0 this vanishes. For X ≫ 1 the first term tends to 1 and the second to ln X, so

H′ ≈ 1 + δ(1 + ln X) = 1 + δ ln(eX).

Here e is the base of natural logarithms. The cube is 1 + 3δ ln(eX) to first order. Multiplying by θ_m³ and using 3δθ_m³ = 9Ca gives the small-angle Cox-Voinov relation with its constant:

θ(x)³ = θ_m³ + 9Ca ln(x/ℓ), ℓ = 3λ/(eθ_m).

One singularity survives. The pressure is

p = −γh″ = −(ηU/λθ_m) ln(1 + 1/X)

to first order, and it diverges logarithmically at the line. The integral of a logarithm is finite, so the force is finite, but constant Navier slip does not make every stress finite.

**3. Why the cube survives when the logarithm is large**

The first-order result fixes ℓ, but the cubic law is also wanted when δ ln X is not small. Far from the line H² ≫ H. Set L = ln X, s = H′ and m = H/X. Differentiating H = Xm gives s = m + m_L, where a subscript L means d/dL. Also XH″ = s_L and X²H‴ = s_LL − s_L, so the film equation becomes

s_L − s_LL = δ/m².

At leading order s_L = δ/s². At the next order

m = s − δ/s² + O(δ²), hence 1/m² = 1/s² + 2δ/s⁵ + O(δ²),
s_LL = d(δ/s²)/dL = −2δ²/s⁵ + higher orders.

The two corrections cancel:

s_L = δ/m² + s_LL = δ/s² + O(δ³), so (s³)_L = 3δ + O(δ³).

The error in s³ thus has a constant part of order δ² from the slip region and a part that grows no faster than δ³L. While δL stays bounded, both are at most of order δ².

A numerical solution gives the size of this error. With E = H′²/2 regarded as a function of H, one has H″ = dE/dH and H‴ = H′ d²E/dH², so

d²E/dH² = −δ/[√(2E) H(H + 1)].

This was integrated twice on a logarithmic grid in H, with E(0) = 1/2 and dE/dH → 0 at large H, and iterated until E settled. At X = 10⁶ the difference H′³ − 1 − 3δ ln(eX), divided by δ², is about −2.3 for δ = 0.001 and −2.5 for δ = 0.0001. The ratio changes little while δ² falls a hundredfold, as expected of a second-order error. At fixed X the first-order solution also leaves a remainder 3δ/(2X), which is small for these values but would dominate at far smaller δ.

**4. The drag that bends the surface**

Multiply the film equation by h:

hh‴ = −3Ca/(h + 3λ).

The right side is minus the wall stress divided by γ. Because hh‴ = d(hh″ − h′²/2)/dx, integration from the line gives, for the drag W(x) per unit length of front,

W/γ = (h′² − θ_m²)/2 − hh″.

At the line hh″ vanishes, because it behaves as x ln x. For small angles the first term is cos θ_m − cos θ(x), the difference between the horizontal pulls of surface tension at the two ends. The second is the pressure force on the liquid cross-section. Together they balance the drag.

With h ≈ θ_m x,

W ≈ ∫₀^x 3ηU/(θ_m t + 3λ) dt = (3ηU/θ_m) ln(1 + θ_m x/3λ).

For x ≫ 3λ/θ_m this is the sticking-wall result with the cutoff c = 3λ/θ_m. As λ → 0 it diverges again.

**5. A wedge of finite angle**

Now drop the small-slope assumption, at distances much larger than λ. Use polar coordinates with the wall at φ = 0 and the surface at φ = θ. Let

u_r = (1/r)∂ψ/∂φ, u_φ = −∂ψ/∂r, ψ = rF(φ).

Then u_r = F′ and u_φ = −F. Creeping flow requires ∇²∇²ψ = 0. Since ∇²(rF) = (F + F″)/r, and ∇²(g/r) = (g + g″)/r³ for any g(φ), this becomes

F⁗ + 2F″ + F = 0.

Its solutions are cos φ, sin φ, φ cos φ and φ sin φ. No flow through the wall means F(0) = 0, which removes cos φ. Write

F = C sin φ + φ(B cos φ + D sin φ),
F + F″ = 2(D cos φ − B sin φ).

The shear stress is η(F + F″)/r, and it vanishes at φ = θ. Therefore B = k cos θ and D = k sin θ for some k, and

F = C sin φ + kφ cos(θ − φ).

The surface is a streamline, so F(θ) = 0 gives C = −kθ/sin θ. The wall speed gives F′(0) = C + k cos θ = U. Thus

k = −U sin θ/(θ − sin θ cos θ), C = Uθ/(θ − sin θ cos θ).

For the pressure, F + F″ = 2k sin(θ − φ), so the vorticity is ω = −∇²ψ = −2k sin(θ − φ)/r. The radial Stokes equation is

∂p/∂r = −(η/r)∂ω/∂φ = −2ηk cos(θ − φ)/r²,

with the solution

p = 2ηk cos(θ − φ)/r.

It also satisfies the angular equation (1/r)∂p/∂φ = η∂ω/∂r, both sides being 2ηk sin(θ − φ)/r². A constant pressure may be added; it belongs to the large-scale meniscus.

The viscous normal stress at the surface is 2η(∂u_φ/∂φ + u_r)/r = 2η(−F′ + F′)/r = 0, so the pressure alone bends the surface. Laplace's law, γ dθ/dr = −p at φ = θ, gives

dθ/d ln r = 2Ca sin θ/(θ − sin θ cos θ).

As before, slow variation of θ permits the use of the local wedge. Separating variables,

G(θ(r)) = G(θ_m) + Ca ln(r/ℓ),
G(θ) = ∫₀^θ (t − sin t cos t)/(2 sin t) dt.

For small t the numerator is (2t³/3)(1 − t²/5 + …) and the denominator is 2t(1 − t²/6 + …). Their ratio is (t²/3)(1 − t²/30 + …), so

G = θ³/9 − θ⁵/450 + ….

The cubic law returns, with a small correction. At 90 degrees the full bending rate is 4Ca/π and the thin-wedge rate is 12Ca/π². The latter is low by a fraction 1 − 3/π, about 5 percent. Near 180 degrees the neglect of the gas fails: the liquid's bending rate tends to zero while the thin gas wedge develops a large viscous pressure.

At finite angles ℓ is still proportional to λ, because the slip region contains no other length. Its numerical factor would require a Stokes solution with slip; the value 3/(eθ_m) is derived for small angles.

**6. Rinse water on a wafer**

Take rough values for water, η = 1.0 mPa s and γ = 72 mN/m. Choose U = 0.10 m/s, θ_m = 30 degrees = 0.5236 rad, λ = 1 nm and x = 1000 nm. Then

Ca = (0.0010 × 0.10)/0.072 = 0.00139,
δ = 3Ca/θ_m³ = 0.029,
ℓ = 3 nm/(2.718 × 0.5236) = 2.11 nm,
ln(x/ℓ) = 6.16,
θ³ = 0.1435 + 9 × 0.00139 × 6.16 = 0.2206.

The cube root is 0.604 rad, or 34.6 degrees. Flow has raised the angle by 4.6 degrees. The numerical film solution also gives 34.6 degrees, and the finite-angle law with the same ℓ, evaluated at r = 1000 nm, gives 34.7 degrees.

The first-order drag is 2.96 mN/m, while the film solution gives 2.79 mN/m, or 1.74 × 10⁻⁴ eV/Å². The first-order value is higher because the real film is thicker than θ_m x, which lowers the wall stress. With a sticking wall, each further decade of cutoff would add 1.32 mN/m. These are small-slope values: the wedge of section 5 has wall stress 2ηU sin²θ/[(θ − sin θ cos θ)r], which at 30 degrees gives 1.27 mN/m per decade, so the drag figures hold to a few percent. The peak wall stress ηU/λ is 100 kPa.

With everything else fixed, the cubic law gives 36.1, 34.6 and 33.0 degrees for slip lengths of 0.1, 1 and 10 nm. This weak dependence helps to predict the angle and hinders the reverse task. Solving the law for λ,

λ = (eθ_m x/3) exp[−(θ³ − θ_m³)/(9Ca)].

Inserting the angle from the film solution returns 1.00 nm, or 10.0 Å, which tests the law only within the small-slope model; the finite-angle value, 0.04 degrees larger, already returns 0.94 nm. An angle one degree larger divides the inferred slip length by 4.8. A measurement at one speed and distance, if uncertain by one degree either way, therefore fixes λ only to within a factor of four to five in each direction, even if θ_m is known.

**7. What a real wafer changes**

The speed and liquid properties are plausible for wafer rinsing. An angle of 30 degrees is high for freshly cleaned oxide, which water wets almost completely; it suits an aged or slightly contaminated surface. A slip length of 1 nm is a few molecular diameters, so the continuum description is at its margin there. It is probably high for so wettable a surface, where simulations of water typically give a few tenths of a nanometre or less. The thermal roughness length √(k_BT/γ), 0.24 nm at 295 K, is not far below it.

Holding θ_m fixed leaves out an effect that can change the visible angle by about a degree. Suppose molecular friction at the line obeys γ(cos θ_m − cos θ_m,U) = ζU, where θ_m,U is the microscopic angle at speed U, with the rough value ζ = 10η. The microscopic angle then rises by 1.6 degrees. By the cubic law the rise at x is about (θ_m/θ)² = 0.75 times as large, hence about 1.2 degrees. That is the effect of dividing λ by about seven. Changing the speed hardly helps to separate friction from slip: to first order this friction raises θ³ by 3θ_m²(ζ/η)Ca/sin θ_m, proportional to Ca like the slip term, and the apparent slip length moves only from 0.16 nm at 0.01 m/s to 0.145 nm at 0.10 m/s. Roughness and contamination also change θ_m from place to place and are not included.

Rough sizes of some other neglected effects are:

- Air, with a rough viscosity of 0.018 mPa s, raises the bending rate by 0.8 percent. This follows from solving the wedge problem in both fluids with continuous velocity and shear stress. It treats air as a sticking continuum, which fails at distances below its mean free path, roughly 65 nm.
- The ratio of inertia, ρU²/x, to viscous force, ηU/(θx)², is 0.04 for a density ρ of 1000 kg/m³.
- On a vertical wafer the static meniscus has curvature √[2(1 − sin θ_m)]/ℓ_c at the wall, with capillary length ℓ_c = √(γ/ρg) = 2.7 mm. Over 1000 nm it turns the surface by 0.02 degrees.
- For a rough Hamaker constant A = 0.062 eV, the surface energy A/(12πh²) equals γθ_m²/2 at h = 0.16 nm, below the slip length. The pressure A/(6πh³) still exceeds the viscous pressure up to about h = 1.3 nm and shifts the static slope by about 0.4 degrees at h = 1 nm, so θ_m should be read as the angle just outside this layer.
- A rough evaporation speed of 10 μm/s is 2 × 10⁻⁴ of Uθ_m.

For a receding front, as in drying, U changes sign and the local law becomes

θ³ = θ_m³ − 9|Ca| ln(x/ℓ).

The angle now falls with distance. The expansion requires |Ca|/θ³ to remain small, so it fails before the predicted angle reaches zero. Beyond that point the meniscus must be solved as a whole, and a liquid film may be left on the wafer.
